# Isotropic exchange on a thin cylindrical shell in the local frame

A magnetic tube can be simulated in two ways, and the choice decides which terms belong in the energy. A code that stores Cartesian spin components on a curved mesh needs only the ordinary exchange. A code that unrolls the tube into a flat strip and stores components along the local normal and tangents must add an antisymmetric exchange of strength $2A/R$ and an anisotropy $A/R^2$. Adding them to the first kind of code counts the curvature twice; omitting them from the second removes it.

## The exchange energy in the local frame

Let $\mathbf m$ be the unit magnetization and $A$ the exchange stiffness, with the convention

$$w=A\sum_{i=x,y,z}|\partial_i\mathbf m|^2 \tag{1}$$

for the energy per volume. The factor 2 in $2A/R$ belongs to this convention. The shell has mean radius $R$ and thickness $h$. Its local frame consists of the outward normal $\mathbf n$, the tangent $\mathbf e_\varphi$ and the axial vector $\mathbf e_z$:

$$\mathbf n=(\cos\varphi,\sin\varphi,0),\qquad \mathbf e_\varphi=(-\sin\varphi,\cos\varphi,0). \tag{2}$$

Write $\mathbf m=m_n\mathbf n+m_\varphi\mathbf e_\varphi+m_z\mathbf e_z$. Assume that $h$ is small compared with both $R$ and the exchange length, so that the three local components do not vary through the thickness. The frame vectors do not depend on the radial coordinate $\rho$ either, hence $\partial_\rho\mathbf m=0$. In cylindrical coordinates (1) becomes

$$w=A\left(\frac{1}{\rho^2}|\partial_\varphi\mathbf m|^2+|\partial_z\mathbf m|^2\right). \tag{3}$$

The volume element contains $\rho\,d\rho$. The thickness average of $1/\rho^2$ is therefore

$$\frac{1}{Rh}\int_{R-h/2}^{R+h/2}\frac{d\rho}{\rho}
=\frac{1}{Rh}\ln\frac{R+h/2}{R-h/2}
\simeq\frac{1}{R^2}\left(1+\frac{h^2}{12R^2}\right), \tag{4}$$

where the last form uses $\ln[(1+x)/(1-x)]\simeq 2x+2x^3/3$ with $x=h/2R$. We drop the small correction and use the arc length $s=R\varphi$.

Differentiating (2) gives

$$\partial_s\mathbf n=\frac{\mathbf e_\varphi}{R},\qquad \partial_s\mathbf e_\varphi=-\frac{\mathbf n}{R},\qquad \partial_s\mathbf e_z=0. \tag{5}$$

The frame does not change along $z$. The product rule and (5) then give

$$\partial_s\mathbf m=\left(\partial_s m_n-\frac{m_\varphi}{R}\right)\mathbf n+\left(\partial_s m_\varphi+\frac{m_n}{R}\right)\mathbf e_\varphi+(\partial_s m_z)\mathbf e_z. \tag{6}$$

The frame is orthonormal, so the squared length is the sum of the squared components:

$$|\partial_s\mathbf m|^2=\sum_a(\partial_s m_a)^2+\frac2R\left(m_n\partial_s m_\varphi-m_\varphi\partial_s m_n\right)+\frac{m_n^2+m_\varphi^2}{R^2}, \tag{7}$$

with $a=n,\varphi,z$. Since $|\mathbf m|=1$, the last numerator is $1-m_z^2$. Adding the axial derivatives, we obtain

$$w=A\sum_a\left[(\partial_s m_a)^2+(\partial_z m_a)^2\right]+\frac{2A}{R}\left(m_n\partial_s m_\varphi-m_\varphi\partial_s m_n\right)+\frac{A}{R^2}\left(1-m_z^2\right). \tag{8}$$

The first term is the exchange of a flat strip. The second is linear in gradients and distinguishes the two senses of rotation. The third is an anisotropy whose easy axis is the cylinder axis: a magnetization along $\mathbf e_z$ need not turn to follow the frame, while one tied to $\mathbf n$ or $\mathbf e_\varphi$ must.

## What kind of antisymmetric exchange this is

The interfacial Dzyaloshinskii-Moriya energy of a flat film is

$$w_D=D\left[m_n\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_n\right]. \tag{9}$$

With in-plane coordinates $s$ and $z$ it reads

$$w_D=D\left[m_n\partial_s m_\varphi-m_\varphi\partial_s m_n+m_n\partial_z m_z-m_z\partial_z m_n\right]. \tag{10}$$

Comparison with (8) gives $D=2A/R$ for variation around the tube, and zero for variation along it. The curvature supplies half of the interfacial form, because a cylinder bends in one direction only. The sign is positive for the outward normal. Choosing the inward normal reverses $m_n$ and hence the sign of the coefficient, without changing the energy.

The missing half matters for a wall that separates regions along $z$. Put $m_n=\cos\Theta(z)$ and $m_z=\sin\Theta(z)$. The axial half of (10) becomes $D\,\partial_z\Theta$ and integrates to $\pm\pi D$, so the full interfacial form would split the two senses of rotation by $2\pi D$. In (8), however, $m_z$ enters only through squares, so reversing its sign leaves the exchange energy unchanged. The exchange splitting is zero. Magnetostatics can still distinguish the two senses, because on a curved shell the charges of $m_n$ and $m_z$ interact; for the 50 nm tube treated below this splitting is roughly 0.7 mJ/m².

Nor is the antisymmetric term a new interaction. Consider a tube magnetized uniformly along $x$, with $m_n=\cos\varphi$ and $m_\varphi=-\sin\varphi$. The squared gradients add up to $1/R^2$, and

$$m_n\partial_s m_\varphi-m_\varphi\partial_s m_n=-\frac{\cos^2\varphi+\sin^2\varphi}{R}=-\frac1R. \tag{11}$$

The three terms of (8) are therefore

$$\frac{A}{R^2}-\frac{2A}{R^2}+\frac{A}{R^2}=0 \tag{12}$$

at every point, as they must be for a uniform magnetization. In the local frame this state is a cycloid: it turns once per circumference, in the plane of $\mathbf n$ and $\mathbf e_\varphi$. The cancellation needs both curvature terms, with the coefficients locked by $A/R^2=D^2/4A$. Keeping one and dropping the other gives a uniform state a spurious exchange energy.

## Domain walls around the circumference

The chiral term has visible consequences once another energy ties the magnetization to the surface. Take a uniaxial anisotropy $K_u$ that favours the normal. In a thin film the local part of the magnetostatic energy is $\tfrac12\mu_0M_s^2m_n^2$, where $M_s$ is the saturation magnetization. Up to a constant, the two combine into

$$w_K=K(1-m_n^2),\qquad K=K_u-\tfrac12\mu_0M_s^2>0. \tag{13}$$

Consider first walls in which $\mathbf m$ stays in the plane of $\mathbf n$ and $\mathbf e_\varphi$:

$$\mathbf m=\cos\theta(s)\,\mathbf n+\sin\theta(s)\,\mathbf e_\varphi. \tag{14}$$

The squared gradients give $\theta'^2$, and the antisymmetric combination gives $\cos^2\theta\,\theta'+\sin^2\theta\,\theta'=\theta'$. With $m_z=0$, the density is

$$w=A\theta'^2+\frac{2A}{R}\theta'+\frac{A}{R^2}+K\sin^2\theta=A\left(\theta'+\frac1R\right)^2+K\sin^2\theta. \tag{15}$$

The radial state $\theta=0$ has density $A/R^2$, which we subtract. The term linear in $\theta'$ is a total derivative. It leaves the wall profile alone and contributes $\pm2\pi A/R$ when $\theta$ changes by $\pm\pi$. For the rest, completing a square gives

$$A\theta'^2+K\sin^2\theta\ge2\sqrt{AK}\,|\theta'\sin\theta|. \tag{16}$$

The integral of $|\sin\theta|$ over an interval $\pi$ is 2, so the right side contributes at least $4\sqrt{AK}$. Equality holds for $\theta'=\pm\sin\theta/\Delta$ with $\Delta=\sqrt{A/K}$, whose solution has $\sin\theta=\operatorname{sech}(s/\Delta)$. The energy per wall area, for a wall isolated from others, is thus

$$\sigma_\pm=4\sqrt{AK}\pm\frac{2\pi A}{R}. \tag{17}$$

The cheap wall has $\theta'<0$: relative to the normal, its magnetization turns against the turning of the frame. A closed tube carries such walls in pairs. Two cheap walls change $\theta$ by $-2\pi$, which cancels the $+2\pi$ turn of the frame, so the magnetization has no net winding in space.

This result also measures the double counting mentioned at the start. An additional term with $D=2A/R$ in a Cartesian code would add another $4\pi A/R$ to the energy difference between the two walls and so double the splitting.

### Tilting towards the axis

To see whether these walls survive a tilt, add a small axial component $u(s)$ and multiply the planar vector (14) by $\sqrt{1-u^2}$. A unit vector is orthogonal to its derivative, so the planar part contributes $A(1-u^2)(\theta'+1/R)^2$ to the exchange, apart from a term of fourth order. The anisotropy becomes $K\sin^2\theta+Ku^2\cos^2\theta$. To second order the added density is

$$\delta w=Au'^2+u^2\left[K\cos^2\theta-A\left(\theta'+\frac1R\right)^2\right]. \tag{18}$$

Insert $\theta'=\pm\operatorname{sech}(s/\Delta)/\Delta$ and use $A/\Delta^2=K$. The bracket is

$$K-2K\operatorname{sech}^2\frac{s}{\Delta}\mp\frac{2A}{R\Delta}\operatorname{sech}\frac{s}{\Delta}-\frac{A}{R^2}. \tag{19}$$

Choose the trial tilt $u=\epsilon\operatorname{sech}(s/\Delta)$. The integrals of $\operatorname{sech}^2$, $\operatorname{sech}^3$ and $\operatorname{sech}^4$ are $2\Delta$, $\pi\Delta/2$ and $4\Delta/3$. The terms independent of $R$ cancel:

$$\epsilon^2K\Delta\left(\frac23+2-\frac83\right)=0. \tag{20}$$

Dividing the remainder by $\int u^2ds=2\epsilon^2\Delta$ gives the stiffness

$$\lambda_\pm=-\frac{A}{R^2}\mp\frac{\pi A}{2R\Delta}. \tag{21}$$

A trial function bounds the lowest stiffness from above. The negative $\lambda_+$ therefore proves that the dear wall is unstable. A positive $\lambda_-$ does not prove that the cheap wall is stable; that needs the lowest eigenvalue of (18), found numerically below.

### A wall that isolates the anisotropy

Now constrain the wall to the plane of $\mathbf n$ and $\mathbf e_z$, with $\mathbf m=\cos\theta\,\mathbf n+\sin\theta\,\mathbf e_z$. Because $m_\varphi=0$, the antisymmetric term vanishes, and

$$w=A\theta'^2+\frac{A}{R^2}\cos^2\theta+K\sin^2\theta
=\frac{A}{R^2}+A\theta'^2+\left(K-\frac{A}{R^2}\right)\sin^2\theta. \tag{22}$$

The argument of (16), with the reduced anisotropy, gives

$$\sigma_{nz}=4\sqrt{A\left(K-A/R^2\right)},\qquad K>A/R^2. \tag{23}$$

Here the curvature anisotropy acts alone, and its effect is of second order in $1/R$. The constraint is needed because the wall is not in equilibrium. A small $m_\varphi$ changes the energy at first order by $-(4A/R)\int m_\varphi\,\partial_s m_n\,ds$, after one integration by parts, and this is nonzero inside the wall.

## A tube of 50 nm radius

Take a perpendicular cobalt layer 1 nm thick between platinum layers, with rough typical parameters $A=15$ pJ/m, $M_s=1$ MA/m and $K_u=800$ kJ/m³. The shape term is 628.3 kJ/m³, which leaves $K=171.7$ kJ/m³ and $\Delta=9.35$ nm. The exchange length $\sqrt{2A/\mu_0M_s^2}$ is 4.89 nm, well above the thickness. For $R=50$ nm,

$$\frac{2A}{R}=\frac{2(15\ \text{pJ/m})}{50\ \text{nm}}=0.600\ \text{mJ/m}^2,\qquad
\frac{A}{R^2}=\frac{15\ \text{pJ/m}}{(50\ \text{nm})^2}=6.00\ \text{kJ/m}^3. \tag{24}$$

The anisotropy is 3.5% of $K$. The thickness correction in (4) is $3.3\times10^{-5}$ relative to the circumferential exchange.

With $4\sqrt{AK}=6.419$ mJ/m² and $2\pi A/R=1.885$ mJ/m², equation (17) gives

$$\sigma_-=4.534\ \text{mJ/m}^2,\qquad \sigma_+=8.304\ \text{mJ/m}^2. \tag{25}$$

These values can be compared with a calculation that knows nothing of the local-frame terms. Place 600 Cartesian unit vectors $\mathbf m_i$ on the ring, at spacing $\delta=2\pi R/600$, with energy per thickness and tube length

$$E=\sum_i\left\{\frac{A}{\delta}|\mathbf m_{i+1}-\mathbf m_i|^2+K\delta\left[1-(\mathbf m_i\cdot\mathbf n_i)^2\right]\right\}. \tag{26}$$

Relaxing this energy by small descent steps, from a uniform start and from a planar start that winds twice, gives the cheap and the dear pair. Half the excess over the radial state is 4.534 and 8.302 mJ/m². Doubling the number of spins moves the cheap value by 0.0004 mJ/m². When the dear pair is tilted slightly towards $z$ and relaxed again, it ends at 4.534 mJ/m², the cheap value.

The trial stiffnesses (21) are $\lambda_-=44.4$ and $\lambda_+=-56.4$ kJ/m³. The lowest eigenvalues of the discrete second variation are 43.8 and $-57.0$ kJ/m³. They lie below the trial values, as they should, and the positive one shows that the cheap wall resists tilting in this model with local magnetostatics.

The constrained wall (23) costs 6.306 mJ/m², or 0.113 mJ/m² less than the flat wall. The antisymmetric term lowers the cheap wall by 1.885 mJ/m². At this radius the chiral effect is thus much the larger, which follows from its first-order dependence on $1/R$.

## Small radii

Equation (17) makes the cheap wall free when $4\sqrt{AK}=2\pi A/R$, that is, at

$$R=\frac{\pi}{2}\Delta=14.7\ \text{nm}. \tag{27}$$

On a closed ring this is an upper limit for the radius at which the two-wall state overtakes the radial one. Inequality (16) holds for each half of the pair, but equality requires an infinitely long wall, so the pair costs more than two isolated walls. At the radius (27) the radial state still wins.

A lower limit follows from the uniform state, whose energy density is the average of $K\sin^2\varphi$, namely $K/2$. It lies below $A/R^2$ when $R<\sqrt2\,\Delta=13.2$ nm, and relaxation can only lower it further. Relaxing (26) with 240 spins and searching for equal energies puts the crossing at 14.2 nm, 3% below the isolated-wall estimate. The axial state does not compete there: it costs $K$, while the radial state costs $A/R^2=K(\Delta/R)^2\approx0.43K$. These radii belong to the model with local magnetostatics. The nonlocal stray field treated in the next section lowers the energy of the two-wall state and moves the crossing to about 15.0 nm, above the limit (27).

In the opposite limit of a large tube, the antisymmetric term falls as $1/R$ and the anisotropy as $1/R^2$. At $R=500$ nm, with the same material, they would be 0.06 mJ/m² and 0.06 kJ/m³.

## The stray field beyond the local term

Equation (13) treats magnetostatics as a local anisotropy. For states independent of $z$, the remainder cannot distinguish the two chiralities at fixed profile. To show this, expand both components in angular harmonics $e^{i\nu\varphi}$. The component $m_n$ produces a surface charge $M_sm_n$ outside, $-M_sm_n$ inside, and a volume charge $-M_sm_n/r$. The component $m_\varphi$ produces a volume charge $-M_s\partial_\varphi m_\varphi/r$. For $\nu\ne0$ charges at radii $r$ and $r'$ interact through

$$g_\nu(r,r')=\frac{1}{2|\nu|}\left(\frac{r_<}{r_>}\right)^{|\nu|}, \tag{28}$$

where $r_<$ and $r_>$ are the smaller and larger radius. With $r_\pm=R\pm h/2$, the charges of $m_n$ act on a charge at $r$ through

$$r_+g_\nu(r,r_+)-r_-g_\nu(r,r_-)-\int_{r_-}^{r_+}g_\nu\,dr'=\int_{r_-}^{r_+}r'\frac{\partial g_\nu}{\partial r'}\,dr'. \tag{29}$$

By (28), the integrand on the right is $\tfrac12\,\mathrm{sign}(r-r')(r_</r_>)^{|\nu|}$. The charge of $m_\varphi$ has constant weight in $dr$, so the interaction requires the integral of this expression over $r$ as well. The integrand is odd under exchange of $r$ and $r'$, and the double integral vanishes. For $\nu=0$, $m_\varphi$ has no charge. Reversing $m_\varphi$, which exchanges the two chiralities, therefore leaves the stray-field energy unchanged.

The common shift is not negligible. Summing the charge interactions of the relaxed pairs up to $\nu=80$, with Gaussian quadrature in the radius, and subtracting the local term gives $-0.83$ mJ/m² per wall for either chirality. This is 18% of the cheap wall energy. The profiles were relaxed without this nonlocal field; relaxing them in it changes the figure to $-0.85$ mJ/m². The shift is not a property of the wall alone. It includes the long-range interaction of the two domains and grows in magnitude with the radius, to about $-1.1$ mJ/m² at 100 nm and $-1.4$ mJ/m² at 200 nm. The splitting of 3.77 mJ/m² remains.

The nonlocal field also favours a tilt towards the axis, because an axial component that does not vary along $z$ carries no charge inside the tube. When the wall profile is relaxed in the nonlocal field as well, the lowest stiffness of the cheap wall at $R=50$ nm falls from 44 to about 32 kJ/m³, which is still clearly positive. The chiral part of the stiffness falls as $1/R$, however, and above about $R=170$ nm the cheap wall no longer resists tilting.

## Beside a real film

The chosen $A$, $M_s$ and $K_u$ are rough values for ultrathin cobalt with platinum; $K$ is a difference of two larger numbers and is correspondingly uncertain. A radius of 50 nm is far below the micrometre scale typical of rolled-up films. A one-sided platinum interface can carry an intrinsic $D$ of roughly 1 mJ/m², which exceeds the curvature value here and equals it at $R=30$ nm. A symmetric stack cancels much of this, but any remainder adds to or subtracts from $2A/R$ around the circumference. Rolling a flat film also strains it. If its neutral surface lies at mid-thickness, the surface strain is $h/2R=1\%$. With a rough magnetostriction of $5\times10^{-5}$ and Young modulus of 200 GPa, the estimate $\tfrac32\lambda_sY\varepsilon$ gives 150 kJ/m³, comparable with $K$. It has opposite signs at the two surfaces and averages out in that geometry, but not when other layers displace the neutral surface. The example therefore suits a film grown on a curved template better than a rolled one.

For a straight wall 100 nm long, the chirality splitting is $3.77\ \text{mJ/m}^2\times1\ \text{nm}\times100\ \text{nm}$, or 91 $k_BT$ at 300 K. This is an energy difference between two wall types, one of them unstable, and not a barrier that protects stored information.
